# Equal Transit and RC Limits at the Fastest Photodiode Thickness

## 1. Definitions and conventions

A p–i–n photodiode has a depleted layer of thickness $d$ and area $A$ between two conducting contacts. Light creates electrons and holes in the layer, the field sweeps them out, and the resulting current feeds a load of resistance $R$. The material enters through its relative permittivity $\varepsilon$ and the drift speed $v$.

The algebra is in atomic units, $\hbar=e=m_e=1$ and $4\pi\varepsilon_0=1$. An angular frequency is then also an energy, $E=\hbar\omega=hf$. A **bandwidth** $E$ is the lowest angular frequency at which the squared magnitude of the current response has fallen to one half of its zero-frequency value (the 3 dB point). Two bandwidths belong to the two separate limits:

- $E_{\rm tr}$, the transit limit, with an ideal circuit;
- $E_{RC}$, the circuit limit, with instantaneous carrier transit.

They are combined in quadrature:

$$\frac1{E^2}=\frac1{E_{\rm tr}^2}+\frac1{E_{RC}^2}. \tag{1}$$

**Statement.** Let $A$, $R$, $\varepsilon$ and $v$ be fixed and let $d$ vary. Under the assumptions below, $E$ has a single global maximum, at the thickness where $E_{\rm tr}=E_{RC}$. There $E=E_{\rm tr}/\sqrt2$.

The assumptions are these:

- The drift speed is saturated and so does not depend on $d$; the bias is chosen to keep it so.
- The contacts form a parallel-plate capacitor, with no fringing field and no parasitic capacitance.
- The light signal is weak enough for the response to be linear, and no slow carriers diffuse in from outside the depleted layer.
- The shape of the photocurrent pulse, with time measured in transit times, is the same for all $d$. This neglects diffusion inside the layer, which spreads the arrival times by a fraction of order $\sqrt{2D/(vd)}$ for a diffusion coefficient $D$; in the example below $vd\approx210$ cm$^2$/s, and $D=10$ cm$^2$/s would lower the transit limit by roughly 15%. It also fails when light enters through a contact and its absorption length is comparable with $d$. In either case the limits at the optimum can differ by several percent.

"Fastest" refers to bandwidth alone. The fraction of light absorbed may also depend on $d$, and the statement does not optimize it.

## 2. The current of a moving charge

Let a thin sheet of total charge $q$ lie at position $x$ between contacts at $0$ and $d$. The constant bias field can be added separately, by superposition, so the contacts may be taken at equal potential. Let $F_1$ be the field to the left of the sheet and $F_2$ the field to its right. Equal potentials and Gauss's law require

$$F_1x+F_2(d-x)=0,\qquad \varepsilon(F_2-F_1)=\frac{4\pi q}{A}.$$

The first equation gives $F_1=-F_2(d-x)/x$, hence

$$F_2-F_1=F_2\,\frac{x+d-x}{x}=F_2\frac dx,\qquad F_2=\frac{4\pi q}{\varepsilon A}\frac xd .$$

The field $F_2$ ends on the contact at $d$, whose charge is therefore $-\varepsilon AF_2/(4\pi)=-qx/d$. As the sheet moves with $\dot x=v$, this charge changes at the rate $-qv/d$. Charge must leave that contact through the external wire at the rate

$$i=\frac{qv}{d}. \tag{2}$$

The current flows during the whole transit, not just on arrival. Over the transit time $\tau=d/v$ it delivers $i\tau=q$.

## 3. The transit limit

Suppose first that a short light pulse is absorbed right beside the contact at $0$. One type of carrier is collected at once and the other crosses the whole layer. By (2) the current is $q/\tau$ for $0<t<\tau$ and zero afterwards.

The frequency response of a linear device is the Fourier transform of its pulse response. With $s=t/\tau$, $\theta=\omega\tau$ and the collected charge divided out,

$$H(\theta)=\int_0^1e^{-i\theta s}ds=\frac{1-e^{-i\theta}}{i\theta}=e^{-i\theta/2}\,\frac{\sin(\theta/2)}{\theta/2}.$$

The last step takes out $e^{-i\theta/2}$ and uses $e^{i\theta/2}-e^{-i\theta/2}=2i\sin(\theta/2)$. The squared response is

$$S(\theta)=|H|^2=\left[\frac{\sin(\theta/2)}{\theta/2}\right]^2. \tag{3}$$

Between $\theta=0$ and $2\pi$ it falls steadily from 1 to 0. To see this, put $u=\theta/2$: the slope of $\sin u/u$ is $(u\cos u-\sin u)/u^2$, and the numerator starts at zero and has derivative $-u\sin u<0$ for $0<u<\pi$. Hence $S(\kappa)=\tfrac12$ has one root there, which numerical root finding gives as $\kappa=2.783$. The transit limit is

$$E_{\rm tr}=\frac\kappa\tau=\frac{\kappa v}{d}. \tag{4}$$

A thinner layer has a higher transit limit.

## 4. The circuit limit

A voltage $V$ across the layer produces a field $V/d$ and, by Gauss's law, a plate charge $\varepsilon AV/(4\pi d)$. The capacitance is therefore

$$C=\frac{\varepsilon A}{4\pi d}.$$

The photocurrent $i$ divides between this capacitance and the load:

$$i=C\frac{dV}{dt}+\frac VR.$$

Because the drift speed is saturated, the small signal voltage does not alter $i$. For a time dependence $e^{i\omega t}$ the load current is

$$\frac VR=\frac{i}{1+i\omega RC},$$

where the $i$ in the numerator is the photocurrent and that in the denominator the imaginary unit. The squared response is $1/(1+\omega^2R^2C^2)$, which equals one half at $\omega RC=1$. Thus

$$E_{RC}=\frac1{RC}=\frac{4\pi d}{R\varepsilon A}. \tag{5}$$

A thinner layer has a larger capacitance and a lower circuit limit. A resistance in series with the load adds to $R$ in the time constant and leaves the argument unchanged, provided that it does not depend on $d$.

## 5. Where the quadrature rule comes from

The photocurrent drives the circuit, so the squared responses multiply. Suppose that each were Gaussian with its correct 3 dB point, $P_j(\omega)=2^{-\omega^2/E_j^2}$. The product would be

$$P_{\rm tr}P_{RC}=2^{-\omega^2\left(1/E_{\rm tr}^2+1/E_{RC}^2\right)}.$$

It equals $2^{-1}$ when the exponent is $-1$, which is (1). For Gaussian responses the rule is exact. The responses found above are not Gaussian, so for this diode (1) is an approximation. The proof takes it as a premise; section 8 removes it.

## 6. Proof

Write the two limits as times,

$$a=\frac1{E_{\rm tr}}=\frac{d}{\kappa v},\qquad b=\frac1{E_{RC}}=\frac{R\varepsilon A}{4\pi d}.$$

Their product does not contain $d$:

$$ab=\frac{R\varepsilon A}{4\pi\kappa v}.$$

Completing the square in (1) gives

$$\frac1{E^2}=a^2+b^2=(a-b)^2+2ab\;\ge\;2ab. \tag{6}$$

The lower bound is the same number for every thickness, and it is reached if and only if $a=b$. As $d$ runs from zero to infinity, $a$ rises from zero to infinity while $b$ falls from infinity to zero, so they are equal at one thickness. That thickness gives the smallest $1/E^2$ and hence the largest $E$. With $a=b$, $1/E^2=2a^2$, so $E=E_{\rm tr}/\sqrt2$. This proves the statement.

The power two in (1) is not what makes the limits equal. For any $p>0$,

$$a^p+b^p=\left(a^{p/2}-b^{p/2}\right)^2+2(ab)^{p/2},$$

and the minimum is again at $a=b$. In all these rules the two times enter symmetrically, and their product is independent of $d$.

## 7. The optimum and its surroundings

Setting $a=b$ and multiplying by $\kappa vd$ gives the best thickness $d_0$. The bound in (6) gives the greatest bandwidth:

$$d_0^2=\frac{\kappa vR\varepsilon A}{4\pi},\qquad E_{\max}^2=\frac1{2ab}=\frac{2\pi\kappa v}{R\varepsilon A}. \tag{7}$$

If the area is reduced fourfold and the thickness is optimized again, the thickness halves and the bandwidth doubles. A larger drift speed raises both, since a faster carrier can cross a thicker layer of smaller capacitance.

For another thickness $d=rd_0$, let $a_0$ be the common value of $a$ and $b$ at $d_0$. Then $a=a_0r$ and $b=a_0/r$, and dividing $1/E_{\max}^2=2a_0^2$ by $1/E^2=a_0^2(r^2+r^{-2})$ gives

$$\frac{E}{E_{\max}}=\sqrt{\frac{2}{r^2+r^{-2}}}. \tag{8}$$

For $r\ll1$ this tends to $\sqrt2\,r$, which is the circuit limit alone; for $r\gg1$ it tends to $\sqrt2/r$, the transit limit alone. Near the optimum put $r=e^u$. The ratio becomes $(\cosh2u)^{-1/2}\approx1-u^2$, so a thickness error of 10% costs about 1% of the bandwidth.

### Numbers

Take the round model parameters $\hbar v=0.400$ eV Å, $\varepsilon=16$, $A=10^{10}$ Å$^2$ and $\rho=Re^2/\hbar=0.012$, the load in atomic units. To work in eV and Å, restore the constant $g=e^2/(4\pi\varepsilon_0)=14.40$ eV Å. Equations (4) and (5) become

$$E_{\rm tr}=\frac{\kappa\hbar v}{d}=\frac{1.113\ \text{eV Å}}{d},$$

$$E_{RC}=\frac{4\pi g\,d}{\rho\varepsilon A}=\frac{4\pi(14.40)}{0.012\times16\times10^{10}}\,d=(9.425\times10^{-8}\ \text{eV/Å})\,d.$$

They are equal at

$$d_0=\sqrt{\frac{1.113}{9.425\times10^{-8}}}\ \text{Å}=3437\ \text{Å}\quad(343.7\ \text{nm}).$$

Both limits are then $3.239\times10^{-4}$ eV, and

$$E_{\max}=\frac{3.239\times10^{-4}}{\sqrt2}\ \text{eV}=2.290\times10^{-4}\ \text{eV}\quad(f=E_{\max}/h=55.4\ \text{GHz}).$$

At half this thickness, 1718 Å, the transit limit doubles to $6.478\times10^{-4}$ eV and the circuit limit halves to $1.620\times10^{-4}$ eV. At twice the thickness, 6874 Å, the two values change places. In both cases (1) gives $1.571\times10^{-4}$ eV, or 0.686 of the maximum, as (8) requires: $\sqrt{2/4.25}=0.686$.

## 8. The optimum without the quadrature rule

The bandwidth of the actual product response is fixed by

$$\frac{S(\theta)}{1+y^2}=\frac12,\qquad \theta=\frac{\omega d}{v},\qquad y=\omega RC=\frac{\omega R\varepsilon A}{4\pi d}.$$

Hence $y^2=2S(\theta)-1$. In the product of the two variables the thickness cancels:

$$\theta y=\frac{R\varepsilon A}{4\pi v}\,\omega^2. \tag{9}$$

Maximizing the bandwidth is therefore the same as maximizing $\theta y$ for $0<\theta<\kappa$. Every such $\theta$ belongs to one thickness: $y/\theta=R\varepsilon Av/(4\pi d^2)$, and $y/\theta$ falls from infinity to zero as $\theta$ rises from 0 to $\kappa$.

With $x=\theta/2$, equation (3) gives

$$(\theta y)^2=4x^2\left(\frac{2\sin^2x}{x^2}-1\right)=8\sin^2x-4x^2,$$

$$\frac{d}{dx}(\theta y)^2=16\sin x\cos x-8x=8(\sin2x-x).$$

The function $\sin2x-x$ is zero at $x=0$, where its slope is $+1$. It is concave on $(0,\pi/2)$ and negative at $\pi/2$. It thus changes sign once, from plus to minus, and the maximum obeys

$$\sin2x=x. \tag{10}$$

Numerical root finding gives $x=0.9478$, so $\theta=1.8955$ and $y=0.6845$. Since $E_{\rm tr}=\kappa E/\theta$ and $E_{RC}=E/y$, the ratio of the limits at the true optimum is

$$\frac{E_{\rm tr}}{E_{RC}}=\frac{\kappa y}{\theta}=\frac{2.783\times0.6845}{1.8955}=1.005.$$

No device parameter appears in this ratio. For the single-sheet pulse the equality is off by 0.5%, whatever the area, load, speed and permittivity. This closeness is a property of the two response functions and does not follow from the proof in section 6.

In the example the true optimum is at 3428 Å instead of 3437 Å, with a bandwidth of $2.212\times10^{-4}$ eV. That is 0.966 of the value from the quadrature rule. The rule places the optimum better than it predicts the bandwidth.

The overestimate can be traced. At equal limits the rule puts the 3 dB point at $\omega=E_{RC}/\sqrt2$. The circuit factor there is $1/(1+\tfrac12)=0.667$, whereas the Gaussian assumed by the rule has $2^{-1/2}=0.707$. The transit factor, from (3) at $\theta=\kappa/\sqrt2$, is 0.716, only slightly above 0.707. The product is therefore 0.477, already below one half, so the true 3 dB point lies at a lower frequency. Away from the optimum one limit dominates and the error shrinks: at half and at double the optimum thickness the product response gives $1.559\times10^{-4}$ and $1.557\times10^{-4}$ eV, about 1% below the rule.

## 9. Light absorbed throughout the layer

Now let the pairs be created uniformly over the thickness, with total charge $q$ of each sign, and let electrons and holes have the same speed $v$. After a time $t$, the carriers that started within $vt$ of their collecting contact have left. A fraction $1-t/\tau$ of each type remains. Opposite charges moving in opposite directions contribute currents of the same sign, so by (2)

$$i(t)=\frac{2q}{\tau}\left(1-\frac t\tau\right),\qquad 0<t<\tau.$$

Its time integral is $q$. Integration by parts gives the response

$$H_u(\theta)=2\int_0^1(1-s)e^{-i\theta s}ds=2\left[\frac1{i\theta}-\frac1{i\theta}\int_0^1e^{-i\theta s}ds\right]=\frac{2(1-i\theta-e^{-i\theta})}{\theta^2}.$$

The 3 dB point of $|H_u|^2$, again found numerically, is $\kappa_u=3.477$. It lies above the single-sheet value. The low-frequency expansion points the same way: $|H|^2\approx1-\sigma^2\theta^2$, where $\sigma^2$ is the variance of the pulse in the variable $s$. This is $1/12$ for the flat pulse and $1/18$ for the triangular one.

The transit limit is still proportional to $1/d$, so the proof holds with $\kappa$ replaced by $\kappa_u$. By (7) both the best thickness and the greatest bandwidth grow by the factor $\sqrt{\kappa_u/\kappa}$, to 3841 Å and $2.560\times10^{-4}$ eV. Numerical maximization of the actual product response gives 3829 Å and $2.458\times10^{-4}$ eV, with $E_{\rm tr}/E_{RC}=1.006$. For this pulse too, equality is a close approximation.

## 10. Two cases in which the limits should not be equal

### Parasitic capacitance

Let a capacitance $C_p$, for example that of a contact pad, lie in parallel with the junction capacitance $C_j=\varepsilon A/(4\pi d)$. The circuit time becomes $b+c$, where $b=RC_j$ as before and $c=RC_p$ is constant. Now $1/E^2=a^2+(b+c)^2$. Since $a\propto d$ and $b\propto1/d$, $d\,(da/dd)=a$ and $d\,(db/dd)=-b$. The condition for a minimum is

$$2a^2-2b(b+c)=0,\qquad a^2=b(b+c).$$

At the optimum, therefore,

$$\frac{E_{\rm tr}}{E_{RC}}=\frac{b+c}{a}=\sqrt{\frac{b+c}{b}}=\sqrt{1+\frac{C_p}{C_j}}. \tag{11}$$

The stationary point is the global minimum of $1/E^2$, because $a^2$, $b^2$ and $2bc$ are all convex functions of $d$ and their sum diverges at both ends. The best layer is thicker than $d_0$, since $a>b$. It is thinner than the layer with equal limits, since $a<b+c$. Extra thickness lengthens the transit but reduces only the junction's share of the capacitance, so it pays to stop before the limits meet.

As an example, choose $C_p$ so that $e^2/C_p=1.0\times10^{-5}$ eV. Numerical maximization with the single-sheet $\kappa$ gives $d=3755$ Å, where $C_p/C_j=0.425$. The transit limit is then $\sqrt{1.425}=1.194$ times the circuit limit. This ratio rests on the quadrature rule; maximizing the bandwidth of the product response of section 8 gives 1.226 instead. The greatest bandwidth is $1.904\times10^{-4}$ eV by the quadrature rule and $1.841\times10^{-4}$ eV for the product response, in each case 17% below the corresponding optimum without the parasitic part.

### Unsaturated drift at fixed voltage

At low field the speed is proportional to the field. With mobility $\mu$ and a fixed bias $V_b$, $v=\mu V_b/d$, and the transit time grows as $d^2$. The signal voltage now changes the speed slightly. For a weak pulse its effect on the photocurrent is of second order in the signal, so (5) still holds; for a modulation on top of a steady photocurrent $I_0$ this also requires $I_0R\ll V_b$. Consider in general $a\propto d^n$ and $b\propto d^{-m}$, with $n,m>0$. Differentiating $a^2+b^2$ with respect to $\ln d$ gives

$$2na^2-2mb^2=0,\qquad \frac{E_{\rm tr}}{E_{RC}}=\frac ba=\sqrt{\frac nm}. \tag{12}$$

Both squares are convex in $\ln d$, so this is the one minimum of $1/E^2$. Here $n=2$ and $m=1$, and the quadrature rule puts the optimum at $E_{\rm tr}=\sqrt2\,E_{RC}$. The product response of section 8, with the single-sheet pulse, gives a ratio of 1.488 instead of 1.414, so the rule places the optimum less accurately here than in the saturated case. The earlier material cannot serve as an example here, because its speed is already saturated. Take instead a model material that has the same speed at $d=d_0$ but is still in its low-field range, with the other parameters unchanged. The quadrature rule then puts the optimum at 3062 Å, where the speed is 12% higher than at $d_0$. The layer is thinner because reducing $d$ now shortens the path and also raises the speed. The example only illustrates the scaling: it implies $V_b=vd_0/\mu$, about 0.2 V for $\mu=1000$ cm$^2$/(V s), which is only some $8kT/e$ at room temperature and less than the built-in voltage of a typical junction, so diffusion could not be neglected in such a device.

Equation (12) shows which property of the saturated diode produces equality under the quadrature rule: the transit time and the circuit time vary with thickness by equal and opposite powers.

All numerical values are calculated from the stated model.
